# Linear magnetoresistance from Fermi-surface corners and its quadratic low-field limit

## 1. Definitions and model

SI units are used in the formulas. The electron charge is $-e$. The Fermi surface is a cylinder along $z$, the field is $B\hat z$ with $B>0$, and the current flows in the plane. Conductivities are per layer; a bulk value follows on division by the layer spacing, which cancels in the magnetoresistance.

The cross-section is a regular polygon with $N\ge3$ corners, rounded by circular arcs:

- $\phi=2\pi/N$: angle through which the velocity turns at a corner;
- $r$, $c=\phi r$: radius and length of an arc in $k$-space;
- $f$, $p=f+c$: flat length and contour length per corner; $P=Np$;
- $l=v\tau$: mean free path, with uniform speed $v$ and relaxation time $\tau$;
- $\lambda=eBl/\hbar$: length of contour traversed in one time $\tau$;
- $\Delta\rho/\rho_0=\rho_{xx}(B)/\rho_{xx}(0)-1$.

Uniform speed is compatible with rounding. Let $d(\mathbf k)$ be the distance from an inner polygon of side $f$, and take $\varepsilon=E_F+\hbar v(d-r)$. The contour $d=r$ has the required shape, and $|\nabla d|=1$ gives speed $v$ along the outward normal.

The motion is semiclassical, $\hbar\dot{\mathbf k}=-e\mathbf v\times\mathbf B$, or
$$\dot{\mathbf k}=\frac{eB}{\hbar}(-v_y,v_x).$$
The electron therefore runs counterclockwise with $ds/dt=eBv/\hbar$, where $s$ is arc length.

The results derived below are
$$\frac{\Delta\rho}{\rho_0}\simeq(1-\cos\phi)\frac{\lambda}{p}\quad(r\ll\lambda\ll p),\qquad
\frac{\Delta\rho}{\rho_0}\simeq\frac{\phi f\lambda^2}{rp^2}\quad(\lambda\ll c,f).$$
For sharp corners the linear law extends down to zero field. For rounded ones it is an intermediate regime, which exists if $r\ll p$.

## 2. Conductivity as an average over the orbit

Since its last collision an electron has gained the energy $-e\mathbf E\cdot\int\mathbf v\,dt$. The probability of surviving a time $t$ is $e^{-t/\tau}$, so the occupation changes by
$$\delta f=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)(-e)\,\mathbf E\cdot\int_0^\infty dt\,\mathbf v(-t)e^{-t/\tau}.$$
Multiply by $-e\mathbf v$ and sum over states with the density $2/(2\pi)^2$. At low temperature $d^2k\,(-\partial f_0/\partial\varepsilon)$ becomes $ds/(\hbar v)$. With $\mathbf v=v\mathbf n$ and $t=\tau u$,
$$\sigma_{ij}=\frac{e^2l}{2\pi^2\hbar}\oint ds\,n_iF_j,\qquad \mathbf F(s)=\int_0^\infty du\,e^{-u}\mathbf n(s-\lambda u).$$

Write vectors as complex numbers, $n=n_x+in_y=e^{i\theta(s)}$, and let $\langle\cdot\rangle$ be the contour average. Rotational symmetry with $N\ge3$ gives $\langle n_xF_x\rangle=\langle n_yF_y\rangle$ and $\langle n_xF_y\rangle=-\langle n_yF_x\rangle$. Hence
$$\sigma_{xx}+i\sigma_{xy}=\sigma_0G,\quad G=\langle n^*F\rangle,\quad \sigma_0=\frac{e^2lP}{4\pi^2\hbar}.$$
Inverting the tensor gives $\rho_{xx}=\sigma_{xx}/(\sigma_{xx}^2+\sigma_{xy}^2)$, that is
$$\rho_{xx}/\rho_0=\mathrm{Re}(1/G).$$
Reversing $B$ replaces $n(s-\lambda u)$ by $n(s+\lambda u)$. Shifting $s$ in the average shows that this turns $G$ into $G^*$, so $\rho_{xx}$ is even in $B$. For negative fields, evaluate with $|B|$ and conjugate $G$.

Integration by parts in the definition of $F$ gives $\lambda F'=n-F$. With $g=n^*F$ this becomes
$$\lambda g'=1-g-i\lambda\theta'g,\qquad G=\langle g\rangle.\tag{1}$$

## 3. Sharp corners

Let $x$ be the distance past the last corner. On a face $\theta'=0$, so $g=1+(g_0-1)e^{-x/\lambda}$. At a corner $F$ is continuous while $n$ is multiplied by $e^{i\phi}$; therefore $g$ is multiplied by $\chi=e^{-i\phi}$. With $q=e^{-p/\lambda}$,
$$g_0=\chi[1+(g_0-1)q]\;\Rightarrow\;g_0-1=-\frac{1-\chi}{1-\chi q}.$$
Averaging $g$ over the face gives
$$G=1-\frac{\lambda}{p}\frac{(1-q)(1-\chi)}{1-\chi q}.\tag{2}$$

For $\lambda\ll p$, $q$ is exponentially small and $G=1-\beta(1-\chi)$ with $\beta=\lambda/p$. Expand $1/G$. Its real part needs $\mathrm{Re}(1-\chi)=1-\cos\phi$ and
$$\mathrm{Re}(1-\chi)^2=1-2\cos\phi+\cos2\phi=-2\cos\phi(1-\cos\phi).$$
Thus
$$\frac{\Delta\rho}{\rho_0}=(1-\cos\phi)\beta-2\cos\phi(1-\cos\phi)\beta^2+O(\beta^3).$$
The slope is $1/p$ for a square and $1/(2p)$ for a hexagon; the second term vanishes for the square.

Only electrons within about $\lambda$ past a corner still carry a velocity memory of the previous face. Their fraction is proportional to $|B|$, while the change of velocity of each is finite however weak the field. This is why the expansion does not begin with $B^2$.

## 4. Smooth contours

If $\theta'$ is smooth, iterate (1) from $g=1$:
$$g=1-i\lambda\theta'-\lambda^2\theta'^2+i\lambda^2\theta''+O(\lambda^3).$$
The $\theta''$ term averages to zero on a closed contour, so $G=1-i\lambda\langle\theta'\rangle-\lambda^2\langle\theta'^2\rangle$. In $1/G$ the square of the Hall term contributes $-\lambda^2\langle\theta'\rangle^2$:
$$\frac{\Delta\rho}{\rho_0}=\lambda^2\left(\langle\theta'^2\rangle-\langle\theta'\rangle^2\right).\tag{3}$$
For a contour with the rotational symmetry assumed in section 2 ($N\ge3$), and with uniform speed and relaxation time, the weak-field magnetoresistance is $\lambda^2$ times the variance of the curvature, and vanishes for a circle.

For the rounded polygon $\theta'=1/r$ on the fraction $\phi r/p$ of the contour and zero elsewhere. Then $\langle\theta'^2\rangle=\phi/(rp)$ and $\langle\theta'\rangle=\phi/p$. The variance is
$$\frac{\phi}{rp}-\frac{\phi^2}{p^2}=\frac{\phi(p-\phi r)}{rp^2}=\frac{\phi f}{rp^2},$$
which is the quadratic law. The curvature jumps at the ends of each arc, so the next correction needs the full solution.

## 5. Rounded polygon at all fields

Put $\mu=\lambda/r$. On an arc (1) reads $\lambda g'=1-(1+i\mu)g$, with stationary value $1/(1+i\mu)=1-w$, where $w=i\mu/(1+i\mu)$. Define $q_c=e^{-c/\lambda}$ and $q_f=e^{-f/\lambda}$.

Let $g=1+D$ at the start of a flat. At its end $g=1+Dq_f$, which exceeds the arc's stationary value by $w+Dq_f$. Along the arc this excess is multiplied by $e^{-(1+i\mu)c/\lambda}=q_c\chi$, because $\mu c/\lambda=\phi$. Since $n$ and $g$ are now continuous,
$$1+D=1-w+(w+Dq_f)\chi q_c\;\Rightarrow\;D=-\frac{w(1-\chi q_c)}{1-\chi q_cq_f}.$$
Integrating $g$ over flat and arc, and subtracting from $p$, gives for $X=1-G$
$$pX=cw-\lambda D(1-q_f)-\lambda(1-w)(w+Dq_f)(1-\chi q_c),\tag{4}$$
$$\frac{\Delta\rho}{\rho_0}=\mathrm{Re}\frac{X}{1-X}.$$
This form is preferable to $\mathrm{Re}(1/G)-1$ in weak fields, as it avoids subtracting nearly equal numbers at the end. As $r\to0$, $w\to1$, $c\to0$, $q_c\to1$, and (4) reduces to (2).

For $\lambda\ll f$, set $q_f=0$. Then $D=-w(1-\chi q_c)$ and
$$pX=cw+\lambda w^2(1-\chi q_c).\tag{5}$$

**Weak field, $\lambda\ll c$.** Here $q_c\to0$, $w=i\mu+\mu^2-i\mu^3+O(\mu^4)$, whose cubic term is imaginary, and $w^2=-\mu^2+O(\mu^3)$. Therefore $\mathrm{Re}\,pX=\phi\lambda^2/r-\lambda^3/r^2$ and $\mathrm{Im}\,pX=\phi\lambda$ to the orders needed. Adding $\mathrm{Re}\,X^2=-\phi^2\lambda^2/p^2$ yields
$$\frac{\Delta\rho}{\rho_0}=\frac{\phi f\lambda^2}{rp^2}-\frac{\lambda^3}{r^2p}+O(\lambda^4).$$
The $|B|^3$ term belongs to the curvature jumps. For a contour with smooth curvature, the iteration of section 4 gives a power series in $\lambda$; since $G(-\lambda)=G^*(\lambda)$, its real part contains even powers only.

**Intermediate field, $r\ll\lambda\ll f$.** Now $w\simeq1+i/\mu$, $w^2\simeq1+2i/\mu$, $q_c\simeq1-\phi/\mu$ and $c/\lambda=\phi/\mu$. To first order in $1/\mu$, (5) gives
$$\frac{pX}{\lambda}=1-\chi+\frac1\mu\left[\phi(1+\chi)+2i(1-\chi)\right].$$
As $\mathrm{Re}[2i(1-\chi)]=-2\sin\phi$,
$$p\,\mathrm{Re}X=\lambda(1-\cos\phi)-r[2\sin\phi-\phi(1+\cos\phi)].$$
The slope of $\mathrm{Re}\,X$ is that of sharp corners, but the line is displaced. For a square the displacement is $(2-\pi/2)r\simeq0.43r$. The magnetoresistance also contains higher powers of $\lambda/p$, as in section 3, which can exceed this displacement unless $r/p$ is large compared with them.

## 6. Crossover field

Equating the quadratic and linear laws gives
$$\lambda_*=\frac{r(1-\cos\phi)p}{\phi f},\qquad B_*=\frac{\hbar r}{el}\frac{(1-\cos\phi)p}{\phi f}.\tag{6}$$
For a square with $r\ll p$, $B_*=2\hbar r/(\pi el)$. Apart from a numerical factor, this is the field at which an electron crosses one rounded corner in one relaxation time.

The scaling does not depend on extrapolated laws. When $r$ and $\lambda$ are both much smaller than $p$, $\Delta\rho/\rho_0\simeq\mathrm{Re}X$, and (5) has the form $pX=r\,h(\lambda/r)$ for given $\phi$. The logarithmic slope $d\ln\Delta\rho/d\ln B$ then depends only on $\lambda/r$. For a square it equals $3/2$ at $\lambda=0.585r$, close to $\lambda_*=0.637r$.

## 7. Saturation

The linear law also has an upper end. Write $k=k_x+ik_y$ from the centre of the pocket, so that $k'=in$. For large $\lambda$ put $F=F_1/\lambda+F_2/\lambda^2+\dots$ in $\lambda F'=n-F$. Successive orders give $F_1'=n$ and $F_2'=-F_1$. Hence $F_1=-ik$; the additive constant vanishes because $F_1$ must average to zero for $F_2$ to be periodic.

With $A$ the enclosed area, $\oint k^*dk=2iA$, so $\langle n^*F_1\rangle=\langle k'^*k\rangle=-2iA/P$. By parts, $\langle n^*F_2\rangle=\langle F_1'^*F_2\rangle=\langle|F_1|^2\rangle=\langle k^2\rangle$, where $k^2$ means $|k|^2$. Therefore
$$G\simeq-\frac{2iA}{P\lambda}+\frac{\langle k^2\rangle}{\lambda^2},\qquad
\frac{\rho_{xx}}{\rho_0}\to\frac{\langle k^2\rangle P^2}{4A^2}.$$
For a sharp square of side $p$, $\langle k^2\rangle=p^2/4+p^2/12=p^2/3$ and $P^2/(4A^2)=4/p^2$. The ratio is $4/3$, so $\Delta\rho/\rho_0$ saturates at $1/3$.

## 8. Corner radius from a band gap

Let two linear bands with perpendicular velocities be coupled by $\Delta=\hbar v\kappa$:
$$H=\hbar v\begin{pmatrix}k_1&\kappa\\ \kappa&k_2\end{pmatrix}.$$
The zero-energy contour, $\det H=0$, is $k_1k_2=\kappa^2$; the corner of an electron pocket is its branch $k_1,k_2<0$. Parametrize it by $k_1=-\kappa e^\eta$, $k_2=-\kappa e^{-\eta}$. The zero-energy eigenvector is proportional to $(\kappa,-k_1)$. Its squared components are the velocity components in units of $v$:
$$n_1=\tfrac12(1-\tanh\eta),\qquad n_2=\tfrac12(1+\tanh\eta).$$

The speed falls to $v/\sqrt2$ at the centre, so let $s$ now be scaled time, $s=eBvt/\hbar$. From $dk_1/ds=-n_2$ follows $d\eta/ds=1/(2\kappa\cosh\eta)$.

Iterating $\lambda F'=n-F$ gives $F=n-\lambda n'+\lambda^2n''$. The quadratic loss in $\sigma_{xx}$ is therefore proportional to $\int|n'|^2ds$. Here
$$\int|n'|^2ds=\int\tfrac12\,\mathrm{sech}^4\eta\,\frac{d\eta}{ds}d\eta=\frac1{4\kappa}\int_{-\infty}^{\infty}\mathrm{sech}^5\eta\,d\eta=\frac{3\pi}{32\kappa}.$$
An arc gives $\phi/r=\pi/(2r)$. Equality defines the effective radius
$$r=\frac{16\kappa}{3}=\frac{16\Delta}{3\hbar v}.$$
This is not the geometric radius of the contour, which is $\sqrt2\,\kappa$ at the vertex of the hyperbola. The matching fixes only the quadratic loss. The Hall term and the zero-field weight differ from those of the arc, which changes the $B^2$ coefficient of $\rho_{xx}$ at relative order $\kappa/p$; in the example of section 9 it is 6.5% larger than the arc's.

**Magnetic breakdown.** An electron may also cross the gap and go straight on. With $b=eB/\hbar$, the equation of motion $\dot k_1=-bv_2$ requires $[k_2,k_1]=ib$, hence $k_2=ib\,\partial/\partial k_1$. Eliminating $\psi_1=-\kappa\psi_2/k_1$ at zero energy leaves
$$ib\,\psi_2'=\frac{\kappa^2}{k_1}\psi_2,\qquad \psi_2\propto k_1^{-i\kappa^2/b}.$$
Let face $i$ be the line $k_i=0$, on which the velocity points along $i$. Consider an electron that arrives along face 2 from $k_1>0$, on the other branch of the contour. The pocket's own electron arrives along face 1 and has the same probability of going straight on, because the scattering matrix between the two incoming and two outgoing paths is unitary. Nothing arrives along face 1, so the components $e^{-ik_2k_1/b}$ have $k_2>0$ only, and the solution is analytic in the lower half of the $k_1$ plane. Continuing there to $k_1=|k_1|e^{-i\pi}$ multiplies the amplitude by $e^{-\pi\kappa^2/b}$. The breakdown probability is
$$P_b=e^{-B_0/B},\qquad B_0=2\pi\hbar\kappa^2/e.$$
The results above require $B\ll B_0$.

## 9. Worked example: a square pocket

Take $\Delta=50$ meV, $v=10^6$ m/s, $p=10$ nm$^{-1}$ and $l=500$ nm. With $\hbar v=658.2$ meV nm and $\hbar/e=658.2$ T nm$^2$,

- $\kappa=50/658.2=0.0760$ nm$^{-1}$ and $r=16\kappa/3=0.405$ nm$^{-1}$;
- $f=10-(\pi/2)(0.405)=9.36$ nm$^{-1}$;
- $\lambda/B=500/658.2=0.760$ nm$^{-1}$/T;
- $\lambda_*=(2/\pi)(0.405)(10/9.36)=0.275$ nm$^{-1}$;
- $B_*=0.275/0.760=0.36$ T.

The zero-field sheet resistance is $8.1\ \Omega$ per layer. At 1 T, (4) gives $G=0.9388-0.0898i$, so $\rho_{xx}/\rho_0=0.9388/(0.9388^2+0.0898^2)=1.056$.

| $B$ (T) | $\Delta\rho/\rho_0$ (%) | $B^2$ law (%) | linear law (%) | log slope |
|---|---|---|---|---|
| 0.02 | 0.0082 | 0.0084 | 0.152 | 1.97 |
| 0.10 | 0.179 | 0.209 | 0.760 | 1.82 |
| 0.363 | 1.49 | 2.75 | 2.75 | 1.45 |
| 1 | 5.56 | 20.9 | 7.60 | 1.16 |
| 2 | 11.6 | 83.8 | 15.2 | 0.94 |
| 5 | 21.7 | 524 | 38.0 | 0.42 |

At 0.02 T the deficit from the quadratic law is 2.7%, nearly all of it the cubic term, whose relative size is $\lambda p/(\phi rf)=2.55\%$. At $B_*$ the true value is about half of what either law gives. The slope passes through 1 between 1 and 2 T without a broad plateau, since $r/p=0.04$ leaves little more than a decade between $r$ and $p$. A clean linear range needs a smaller $r/p$. For a corner made by a gap, reducing $\Delta$ alone is not enough: $B_*$ falls as $\Delta/l$ but the breakdown field $B_0$ as $\Delta^2$, so the mean free path must grow as well.

## 10. Reliability and real materials

**Tests of the formulas.** For a square pocket with $f=1$, $r=0.3$ in arbitrary units, orbits were integrated in the band of section 1 and Chambers' integral was summed directly at $\lambda=0.1,0.3,1,5$. The results for $\rho_{xx}/\rho_0$ and $\sigma_{xy}/\sigma_0$ agreed with the closed form within $2\times10^{-5}$. An orbit computed from the diagonalized two-band Hamiltonian gave $r/\kappa=5.334$, against $16/3$.

**Neglected effects in the example.**

- Breakdown: $B_0=24$ T. The probability is $7\times10^{-6}$ at 2 T and 0.8% at 5 T, but 30% at 20 T. The saturation value of 28% for this rounded pocket is thus not a prediction for it.
- Speed drop: replacing the arc by the gapped corner, with $p$ held fixed in scaled time, changes $\Delta\rho/\rho_0$ by 8% at 0.02 T, 2.5% at $B_*$ and 4.5% at 2 T, all upward.
- Corner scattering: let the rate rise smoothly to twice its value at the corner centre, as $1+e^{-(2y/c)^2}$ with $y$ the distance from the centre, and keep $l$ elsewhere. Then $\Delta\rho/\rho_0$ is multiplied by 0.41 at 0.02 T, 0.56 at $B_*$ and 0.93 at 2 T. This is the largest of the corrections computed below 2 T. It also shifts the crossover: the field of logarithmic slope $3/2$ moves from 0.31 T to 0.87 T, so (6) gives only the order of magnitude when the rate varies around the contour.
- Temperature: at 4 K the smearing $k_BT/(\hbar v)=5\times10^{-4}$ nm$^{-1}$ is far below $r$.
- Landau quantization: at 2 T, $\omega_c\tau=2\pi\lambda/P=0.24$, and the Dingle factor $e^{-\pi/(\omega_c\tau)}$ is $2\times10^{-6}$.

**Relation to a real case.** The value of $\Delta$ is a round number of the order of the smaller density-wave gap of ErTe$_3$, which serves here only as an energy scale. The density wave in that material mainly couples nested sheets with nearly opposite velocities, whereas section 8 couples bands with perpendicular velocities. The corner radii of the real Fermi surface therefore cannot be read off from its density-wave gaps. The pocket size is illustrative: its area, about 103 nm$^{-2}$, is roughly half of the planar Brillouin zone of that material's unit cell (lattice constant about 0.43 nm), and a quarter of the zone of the bare square Te net. The mean free path assumes a clean crystal at helium temperature. The real Fermi surface has several sheets, whose conductivities add before inversion, so a single square pocket is not a quantitative model of it. Within the model of section 8, a larger coupling gives blunter corners: tripling $\Delta$ at fixed $v$ triples $r$ to about 1.2 nm$^{-1}$ and leaves hardly any linear range for $p=10$ nm$^{-1}$. Of the corrections computed above, stronger scattering at the corners changes the weak-field result most; its size depends on the assumed increase of the rate. In a warm sample with $l=20$ nm and the same contour, $B_*$ rises to 9 T. The breakdown probability is then already 7% at $B_*$ and 27% at 18 T, so breakdown sets in before the linear law is reached. In that sample $\hbar/\tau=33$ meV is comparable to $\Delta$ ($\kappa l=1.5$), so the semiclassical single-band description of the corner is itself marginal and these numbers are estimates only.

## Calculated quantities

```
coupling Delta = 50 meV, speed = 1.0e+06 m/s
p = 10.0 1/nm, mean free path = 500 nm, tau = 0.50 ps
hbar v = 658.2 meV nm, kappa = 0.0760 1/nm
corner radius r = 0.4051 1/nm, flat f = 9.364 1/nm
hbar/e = 658.21 T nm^2, lam/B = 0.7596 1/(nm T)
sheet resistance per layer at B=0 = 8.109 ohm
crossover lam* = 0.2754 1/nm, B* = 0.363 T
B* in the limit r << p = 0.340 T
field of logarithmic slope 3/2 = 0.306 T
slope-3/2 point for r << p: lam/r = 0.5852
at 1 T: Re G = 0.93876, Im G = -0.08979
B (T) | d(rho)/rho0 in %: rounded, B^2 law, linear law, sharp | log slope
0.020 | 0.0082, 0.0084, 0.152, 0.152 | 1.972
0.050 | 0.0487, 0.0524, 0.380, 0.380 | 1.920
0.100 | 0.1789, 0.2095, 0.760, 0.760 | 1.821
0.200 | 0.5958, 0.8380, 1.519, 1.519 | 1.638
0.363 | 1.4912, 2.7545, 2.754, 2.750 | 1.445
0.500 | 2.3347, 5.2373, 3.798, 3.786 | 1.347
1.000 | 5.5580, 20.9493, 7.596, 7.494 | 1.160
2.000 | 11.5760, 83.7970, 15.193, 14.267 | 0.937
3.000 | 16.2538, 188.5434, 22.789, 19.598 | 0.726
5.000 | 21.7427, 523.7316, 37.982, 25.968 | 0.416
saturation without breakdown: rounded 27.96 %, sharp 33.33 %
breakdown field B0 = 23.86 T
breakdown probability at 1 T = 4.32e-11
breakdown probability at 2 T = 6.57e-06
breakdown probability at 5 T = 8.46e-03
breakdown probability at 20 T = 3.03e-01
ratio of d(rho)/rho0 to the uniform model: gapped corner, doubled corner rate
  at 0.020 T: 1.084, 0.412
  at 0.363 T: 1.025, 0.561
  at 2.000 T: 1.045, 0.926
kT at 4 K = 0.345 meV, smearing kT/(hbar v) = 5.24e-04 1/nm
at 2 T: cyclotron energy = 0.314 meV, omega_c tau = 0.239
at 2 T: Landau-level damping exp(-pi/(omega_c tau)) = 1.9e-06
warm sample, mean free path 20 nm: B* = 9.07 T
largest orbit-test error in rho/rho0 or sigma_xy/sigma0 = 1.8e-05
two-band orbit: r/kappa = 5.3337
Schroedinger breakdown test: P = 0.35093, formula 0.35092
```
